# Superconducting-contact conductance from a lattice Bogoliubov scattering matrix: a numerical check

```python
"""Conductance of a normal-superconductor contact from a lattice Bogoliubov
scattering matrix.

Result under test: with r = [[r_ee, r_eh], [r_he, r_hh]] between open modes of
the normal lead, r(-E) = [[r_hh*, -r_he*], [-r_eh*, r_ee*]] at every energy E,
r is unitary for |E| below the gap, and the conductance is
G = (2e^2/h) [N - sum|r_ee|^2 + sum|r_he|^2].
N: open electron modes; e, h: electron, hole; u, v: Nambu components.
Energies in meV from the chemical potential, lengths in nm.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as sc

KINETIC = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e21   # hbar^2/2m_e, meV nm^2
G0 = 2 * sc.e**2 / sc.h * 1e6                       # 2e^2/h in microsiemens
MASS, MU, GAP = 0.026, 20.0, 0.2
WIDTH, LENGTH, TEMP = 100.0, 40.0, 0.050
BARRIER, IMPURITY = 10.0, 15.0
BARRIER_RANGE, IMPURITY_RANGE, IMPURITY_Y = 8.0, 10.0, 30.0
KT = sc.k * TEMP / sc.e * 1e3


def make_contact(a=5.0, mass=MASS, peierls=0.0):
    """Strip with a barrier and impurity; peierls adds a magnetic phase."""
    t = KINETIC / (mass * a * a)
    w, length = round(WIDTH / a) - 1, round(LENGTH / a)
    i = np.arange(1, w + 1)
    chi = np.sqrt(2 / (w + 1)) * np.sin(np.pi * np.outer(i, i) / (w + 1))
    eps = 2 * t - 2 * t * np.cos(np.pi * i / (w + 1))
    up = np.eye(w, k=1)
    clean = (4 * t - MU) * np.eye(w) - t * (up + up.T)
    slices = []
    for j in range(1, length + 1):
        dx = (j - 0.5) * a - LENGTH / 2
        pot = BARRIER * np.exp(-(dx / BARRIER_RANGE)**2)
        pot = pot + IMPURITY * np.exp(
            -(dx**2 + (i * a - IMPURITY_Y)**2) / IMPURITY_RANGE**2)
        ph = np.exp(1j * peierls * np.sin(np.pi * j / (length + 1)))
        slices.append(np.diag(4 * t - MU + pot)
                      - t * (ph * up + np.conj(ph) * up.T))
    return SimpleNamespace(t=t, chi=chi, eps=eps, slices=slices, clean=clean)


def right_factor(half, sign):
    """Bloch factor per slice of the right-moving or right-decaying wave.
    half = cos k; sign = +1 electron-like, -1 hole-like."""
    half = np.asarray(half, dtype=complex)
    root = half + np.sqrt(half * half - 1)
    root = np.where(np.abs(root) > 1, 1 / root, root)
    moving = (np.abs(half.imag) < 1e-14) & (np.abs(half.real) < 1)
    wave = half.real + 1j * sign * np.sqrt(np.maximum(1 - half.real**2, 0))
    return np.where(moving, wave, root), moving


def nambu(h, conjugate=True):
    zero = np.zeros_like(h)
    return np.block([[h, zero], [zero, -(np.conj(h) if conjugate else h)]])


def scatter(dev, energy, gap=GAP, s_energy=None, s_shift=0.0, conjugate=True):
    """Match lead modes to the slices. s_energy replaces the energy inside S;
    s_shift lowers the band bottom in S."""
    t, chi, eps = dev.t, dev.chi, dev.eps
    w, length = len(eps), len(dev.slices)
    d = 2 * w
    base = eps + 2 * t - MU
    le, oe = right_factor((base - energy) / (2 * t), 1)
    lh, oh = right_factor((base + energy) / (2 * t), -1)
    lam, is_open = np.concatenate([le, lh]), np.concatenate([oe, oh])
    norm = 1 / np.sqrt(np.where(is_open, 2 * t * np.abs(lam.imag), 1.0))
    phi = np.kron(np.eye(2), chi) * norm
    z = complex(energy if s_energy is None else s_energy)
    if z.imag == 0 and abs(z.real) > gap:
        xi = complex(np.sign(z.real) * np.sqrt(z.real**2 - gap**2))
    else:
        xi = np.sqrt(z * z - gap * gap)
    sbase = base - s_shift
    qe, pe = right_factor((sbase - xi) / (2 * t), 1)
    qh, ph = right_factor((sbase + xi) / (2 * t), -1)
    q, s_open = np.concatenate([qe, qh]), np.concatenate([pe, ph])
    big = z + xi
    flux = 2 * t * np.abs(q.imag) * abs(abs(big)**2 - gap**2)
    s_norm = 1 / np.sqrt(np.where(s_open, flux, 1.0))
    s_mode = np.block([[big * chi, gap * chi], [gap * chi, big * chi]]) * s_norm
    hop = np.kron(np.diag([-t, t]), np.eye(w))
    size = (length + 2) * d
    mat = np.zeros((size, size), dtype=complex)
    rhs = np.zeros((size, int(is_open.sum())), dtype=complex)

    def block(k):
        return slice(k * d, (k + 1) * d)

    mat[block(0), block(0)] = -phi / lam
    mat[block(0), block(1)] = np.eye(d)
    rhs[block(0)] = (phi * lam)[:, is_open]
    for j in range(1, length + 1):
        mat[block(j), block(j)] = (nambu(dev.slices[j - 1], conjugate)
                                   - energy * np.eye(d))
        mat[block(j), block(j - 1)] = hop @ phi if j == 1 else hop
        mat[block(j), block(j + 1)] = (hop @ (s_mode * q) if j == length
                                       else hop)
    rhs[block(1)] = -(hop @ phi)[:, is_open]
    mat[block(length + 1), block(length)] = np.eye(d)
    mat[block(length + 1), block(length + 1)] = -s_mode
    sol = np.linalg.solve(mat, rhs)
    r, ne = sol[block(0)][is_open], int(oe.sum())
    psi = sol[d:(length + 1) * d].reshape(length, d, -1)
    prob = np.abs(r)**2
    ree, rhe = prob[:ne, :ne].sum(), prob[ne:, :ne].sum()
    reh, rhh = prob[:ne, ne:].sum(), prob[ne:, ne:].sum()
    return SimpleNamespace(
        r=r, trans=sol[block(length + 1)][s_open], psi=psi, ne=ne,
        ree=ree, rhe=rhe, g=ne - ree + rhe,
        g_hole=(r.shape[0] - ne) - rhh + reh)


def unitarity_defect(out, with_transmission=False):
    total = out.r.conj().T @ out.r
    if with_transmission:
        total = total + out.trans.conj().T @ out.trans
    return np.abs(total - np.eye(total.shape[0])).max()


def symmetry_defect(plus, minus):
    n, r = plus.ne, plus.r.conj()
    expected = np.block([[r[n:, n:], -r[n:, :n]], [-r[:n, n:], r[:n, :n]]])
    return np.abs(minus.r - expected).max()


def green(slices, hop, left, right, energy):
    d, length = hop.shape[0], len(slices)
    m = np.zeros((d * length, d * length), dtype=complex)
    for j, h in enumerate(slices):
        s = slice(j * d, (j + 1) * d)
        m[s, s] = energy * np.eye(d) - h
        if j + 1 < length:
            n = slice((j + 1) * d, (j + 2) * d)
            m[s, n] = -hop
            m[n, s] = -hop.conj().T
    m[:d, :d] -= left
    m[-d:, -d:] -= right
    return np.linalg.inv(m)


def normal_eigenvalues(dev):
    """Transmission eigenvalues at the Fermi level, electrons only."""
    t, chi = dev.t, dev.chi
    w = len(dev.eps)
    lam, moving = right_factor((dev.eps + 2 * t - MU) / (2 * t), 1)
    sigma = -t * (chi * lam) @ chi.T
    g = green(dev.slices, -t * np.eye(w), sigma, sigma, 0.0)[-w:, :w]
    modes = chi[:, moving] * np.sqrt(2 * t * lam[moving].imag)
    return np.linalg.svd(modes.T @ g @ modes, compute_uv=False)**2


def andreev_by_green(dev, energy):
    """Total electron-to-hole reflection with S built by slice doubling."""
    t, chi = dev.t, dev.chi
    w = len(dev.eps)
    one = np.eye(2 * w)
    hop = np.kron(np.diag([-t, t]), np.eye(w))
    bulk = nambu(dev.clean) + GAP * np.kron([[0, 1], [1, 0]], np.eye(w))
    surface, alpha, beta = bulk.copy(), hop.copy(), hop.copy()
    for _ in range(25):
        g = np.linalg.inv(energy * one - bulk)
        ab, ba = alpha @ g @ beta, beta @ g @ alpha
        surface, bulk = surface + ab, bulk + ab + ba
        alpha, beta = alpha @ g @ alpha, beta @ g @ beta
    assert np.abs(alpha).max() < 1e-12
    right = hop @ np.linalg.inv(energy * one - surface) @ hop
    base = dev.eps + 2 * t - MU
    le, _ = right_factor((base - energy) / (2 * t), 1)
    lh, _ = right_factor((base + energy) / (2 * t), -1)
    se, sh = -t * (chi * le) @ chi.T, t * (chi * lh) @ chi.T
    zero = np.zeros((w, w))
    left = np.block([[se, zero], [zero, sh]])
    g = green([nambu(h) for h in dev.slices], hop, left, right, energy)
    ghe = g[w:2 * w, :w]
    ge, gh = 1j * (se - se.conj().T), 1j * (sh - sh.conj().T)
    return np.trace(gh @ ghe @ ge @ ghe.conj().T).real


contact = make_contact()
magnetic = make_contact(peierls=0.3)

# Symmetry and flux conservation, with and without time reversal.
sym_max = uni_max = flux_max = 0.0
for dev in (contact, magnetic):
    for x in (0.3, 0.8, 1.5):
        plus, minus = scatter(dev, x * GAP), scatter(dev, -x * GAP)
        sym_max = max(sym_max, symmetry_defect(plus, minus))
        if x < 1:
            uni_max = max(uni_max, unitarity_defect(plus),
                          unitarity_defect(minus))
            assert abs(plus.g - minus.g) < 1e-8
            assert abs(plus.g - 2 * plus.rhe) < 1e-8
        else:
            flux_max = max(flux_max, unitarity_defect(plus, True),
                           unitarity_defect(minus, True))
            assert unitarity_defect(plus) > 1e-2
assert max(sym_max, uni_max, flux_max) < 1e-8
above = scatter(contact, 1.5 * GAP)
asymmetry = above.g - scatter(contact, -1.5 * GAP).g
assert abs(asymmetry) > 1e-6

# A wrong hole block stays unitary but loses particle-hole symmetry.
bad_p = scatter(magnetic, 0.3 * GAP, conjugate=False)
bad_m = scatter(magnetic, -0.3 * GAP, conjugate=False)
bad_sym, bad_uni = symmetry_defect(bad_p, bad_m), unitarity_defect(bad_p)
assert bad_uni < 1e-8 and bad_sym > 1e-3

# Charge current on a bond inside the barrier gives the same conductance.
for x in (0.5, 1.5):
    out = scatter(magnetic, x * GAP)
    here, there = out.psi[3][:, :out.ne], out.psi[4][:, :out.ne]
    bond = 2 * magnetic.t * np.sum(np.conj(here) * there).imag
    assert abs(bond - out.g) < 1e-8

# Independent Green-function route to Andreev reflection.
half_gap = scatter(contact, 0.5 * GAP)
green_rhe = andreev_by_green(contact, 0.5 * GAP)
assert abs(green_rhe - half_gap.rhe) < 1e-7
assert abs(andreev_by_green(magnetic, 0.5 * GAP)
           - scatter(magnetic, 0.5 * GAP).rhe) < 1e-7

# Single-mode small-gap limit: Blonder-Tinkham-Klapwijk conductance.
t1, strength = contact.t, 0.8
speed = 2 * t1 * np.sqrt(1 - (1 - MU / (2 * t1))**2)
chain = SimpleNamespace(t=t1, chi=np.eye(1), eps=np.zeros(1),
                        slices=[np.array([[2 * t1 - MU + strength * speed]])])


def btk(x, z):
    if x < 1:
        return 2 / (x * x + (1 - x * x) * (1 + 2 * z * z)**2)
    c = np.sqrt(x * x - 1) / x
    gamma = (1 + c) / 2 + z * z * c
    return 1 + ((1 - c * c) / 4 - c * c * z * z * (1 + z * z)) / gamma**2


btk_error = []
for gap in (GAP, GAP / 10):
    btk_error.append(max(abs(scatter(chain, x * gap, gap).g - btk(x, strength))
                         for x in (0.0, 0.4, 0.9, 1.5)))
assert btk_error[1] < 5e-3 and btk_error[1] < 0.2 * btk_error[0]

# Multimode zero-bias limit from normal transmission eigenvalues.
tn = normal_eigenvalues(contact)
zero_formula = np.sum(2 * tn**2 / (2 - tn)**2)
zero = scatter(contact, 0.0)
zero_error = [abs(scatter(contact, 0.0, g).g / zero_formula - 1)
              for g in (GAP, GAP / 10)]
assert zero_error[0] < 0.05 and zero_error[1] < 0.3 * zero_error[0]

# Current at finite bias, with electron and hole channels summed separately.
bias = 0.05
grid = np.linspace(-0.185, 0.185, 125)
states = [scatter(contact, e) for e in grid]
ge, gh = np.array([s.g for s in states]), np.array([s.g_hole for s in states])


def fermi(e):
    return 0.5 * (1 - np.tanh(e / (2 * KT)))


step = grid[1] - grid[0]
both = step * np.sum(ge * (fermi(grid - bias) - fermi(grid))
                     - gh * (fermi(grid + bias) - fermi(grid)))
single = 2 * step * np.sum(ge * (fermi(grid - bias) - fermi(grid)))
assert abs(both - single) < 1e-8
current = G0 * single / 2

# Thermal average and sizes of neglected effects at zero bias.
nodes, weights = np.polynomial.legendre.leggauss(16)
thermal = sum(0.5 * wt * scatter(contact, 2 * KT * np.arctanh(x)).g
              for x, wt in zip(nodes, weights))
fine = scatter(make_contact(a=2.5), 0.0).g
assert abs(fine / zero.g - 1) < 0.1
band_gap = 400.0
heavy = scatter(make_contact(mass=MASS * (1 + MU / band_gap)), 0.0).g
offset = 20.0
deep = scatter(contact, 0.0, s_shift=offset).g
absorb = 0.02 * GAP
lossy = scatter(contact, 0.0, s_energy=1j * absorb)
lost = lossy.ne - lossy.ree - lossy.rhe
assert lost > 1e-4
coupling, e_half = 1.0, 0.5 * GAP
root = np.sqrt(GAP**2 - e_half**2)
induced = scatter(contact, e_half, gap=coupling * GAP / root,
                  s_energy=e_half * (1 + coupling / root))
assert unitarity_defect(induced) < 1e-8
rashba = 10.0
angle = MASS * rashba * LENGTH / KINETIC
hv = 2 * np.sqrt(KINETIC / MASS * MU)


def change(new, old=zero.g):
    return 100 * (new / old - 1)


print(f"effective mass: {MASS} m_e; Fermi energy: {MU} meV")
print(f"induced gap: {GAP} meV; temperature: {TEMP*1e3:.0f} mK")
print(f"thermal energy kT: {KT:.5f} meV")
print(f"channel width: {WIDTH} nm; barrier region: {LENGTH} nm")
print(f"barrier height: {BARRIER} meV; range: {BARRIER_RANGE} nm")
print(f"impurity height: {IMPURITY} meV; range: {IMPURITY_RANGE} nm")
print(f"impurity distance from edge: {IMPURITY_Y} nm")
print(f"lattice spacing: 5.0 nm; hopping t: {contact.t:.3f} meV")
print(f"sites across: {len(contact.eps)}; slices: {len(contact.slices)}")
print("lowest transverse energies:", np.round(contact.eps[:4], 3), "meV")
print(f"open electron modes: {zero.ne}")
print("normal transmission eigenvalues:", np.round(tn, 4))
print(f"normal conductance: {tn.sum():.4f} x 2e^2/h")
print(f"zero-bias NS conductance, lattice: {zero.g:.4f} x 2e^2/h")
print(f"zero-bias NS conductance, eigenvalues: {zero_formula:.4f} x 2e^2/h")
print(f"relative difference at full gap: {zero_error[0]:.2e}")
print(f"relative difference at gap/10: {zero_error[1]:.2e}")
print(f"conductance unit 2e^2/h: {G0:.3f} uS")
print(f"zero-bias NS conductance: {G0*zero.g:.2f} uS")
print("E/gap, sum|r_ee|^2, sum|r_he|^2, G/(2e^2/h):")
for x in (0.0, 0.5, 0.8, 0.95, 1.05, 1.5, 3.0):
    s = scatter(contact, x * GAP)
    print(f"  {x:.2f}  {s.ree:.4f}  {s.rhe:.4f}  {s.g:.4f}")
print(f"Green-function sum|r_he|^2 at gap/2: {green_rhe:.4f}")
print(f"largest particle-hole defect: {sym_max:.1e}")
print(f"largest subgap unitarity defect: {uni_max:.1e}")
print(f"largest flux defect above gap: {flux_max:.1e}")
print(f"wrong hole block, unitarity defect: {bad_uni:.1e}")
print(f"wrong hole block, symmetry defect: {bad_sym:.3f}")
print(f"G(1.5 gap)-G(-1.5 gap): {asymmetry:.5f} x 2e^2/h")
print(f"one-mode barrier strength Z: {strength}")
print(f"one-mode BTK error at full gap: {btk_error[0]:.2e}")
print(f"one-mode BTK error at gap/10: {btk_error[1]:.2e}")
print(f"thermal zero-bias conductance: {thermal:.4f} x 2e^2/h")
print(f"current at {bias} mV: {current:.3f} nA")
print(f"G(0) change, spacing 2.5 nm: {change(fine):.2f} %")
print(f"G(0) change, nonparabolic mass (Eg {band_gap:.0f} meV): "
      f"{change(heavy):.2f} %")
print(f"G(0) change, S band deeper by {offset:.0f} meV: {change(deep):.2f} %")
print(f"G(0) change, absorption {absorb:.3f} meV: {change(lossy.g):.2f} %")
print(f"quasiparticle flux lost to absorption: {lost:.4f} of {lossy.ne}")
print(f"G(gap/2) change, induced pairing (coupling {coupling} meV): "
      f"{change(induced.g, half_gap.g):.2f} %")
print(f"spin precession over barrier (Rashba {rashba} meV nm): {angle:.3f} rad")
print(f"coherence length hbar v/gap: {hv/GAP:.0f} nm")
print(f"electron-hole phase 2 gap L/(hbar v): {2*GAP*LENGTH/hv:.4f} rad")
print("checks complete")
```

Running it gives:

```
effective mass: 0.026 m_e; Fermi energy: 20.0 meV
induced gap: 0.2 meV; temperature: 50 mK
thermal energy kT: 0.00431 meV
channel width: 100.0 nm; barrier region: 40.0 nm
barrier height: 10.0 meV; range: 8.0 nm
impurity height: 15.0 meV; range: 10.0 nm
impurity distance from edge: 30.0 nm
lattice spacing: 5.0 nm; hopping t: 58.615 meV
sites across: 19; slices: 8
lowest transverse energies: [ 1.443  5.738 12.777 22.389] meV
open electron modes: 3
normal transmission eigenvalues: [0.9131 0.721  0.5163]
normal conductance: 2.1504 x 2e^2/h
zero-bias NS conductance, lattice: 2.3056 x 2e^2/h
zero-bias NS conductance, eigenvalues: 2.2892 x 2e^2/h
relative difference at full gap: 7.15e-03
relative difference at gap/10: 7.20e-04
conductance unit 2e^2/h: 77.481 uS
zero-bias NS conductance: 178.64 uS
E/gap, sum|r_ee|^2, sum|r_he|^2, G/(2e^2/h):
  0.00  1.8472  1.1528  2.3056
  0.50  1.6784  1.3216  2.6432
  0.80  1.2288  1.7712  3.5423
  0.95  0.5087  2.4913  4.9827
  1.05  0.2744  1.1251  3.8507
  1.50  0.6608  0.2519  2.5911
  3.00  0.7579  0.0482  2.2903
Green-function sum|r_he|^2 at gap/2: 1.3216
largest particle-hole defect: 9.8e-14
largest subgap unitarity defect: 1.3e-13
largest flux defect above gap: 7.7e-14
wrong hole block, unitarity defect: 5.4e-14
wrong hole block, symmetry defect: 0.949
G(1.5 gap)-G(-1.5 gap): 0.07247 x 2e^2/h
one-mode barrier strength Z: 0.8
one-mode BTK error at full gap: 4.10e-03
one-mode BTK error at gap/10: 4.07e-04
thermal zero-bias conductance: 2.3073 x 2e^2/h
current at 0.05 mV: 9.034 nA
G(0) change, spacing 2.5 nm: -0.09 %
G(0) change, nonparabolic mass (Eg 400 meV): 2.17 %
G(0) change, S band deeper by 20 meV: -6.91 %
G(0) change, absorption 0.004 meV: 0.18 %
quasiparticle flux lost to absorption: 0.0694 of 3
G(gap/2) change, induced pairing (coupling 1.0 meV): 8.18 %
spin precession over barrier (Rashba 10.0 meV nm): 0.273 rad
coherence length hbar v/gap: 1712 nm
electron-hole phase 2 gap L/(hbar v): 0.0467 rad
checks complete
```
